# One s Gaussian for the hydrogen atom: exponent, energy and virial ratio: a numerical check

```python
"""Hydrogen atom with one s Gaussian exp(-alpha r^2), fixed point nucleus.

Result under test: the energy is lowest at alpha0 = 8/(9 pi a0^2), where
E0 = -(4/(3 pi)) e^2/a0 and <V>/<T> = -2, with a0 = hbar^2/(m e^2).
Symbols: alpha = exponent, eta = sqrt(alpha) = inverse length scale,
T, V, E = kinetic, potential and total energy expectation values.
Atomic units (hbar = m = e = 1) are used unless other values are passed.
"""
import numpy as np
import sympy as sp
from scipy.optimize import minimize_scalar
from scipy.constants import value
from pyscf import gto

NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)

# Each shape f(x) with its derivative; the trial function is f(eta r).
SHAPES = {
    "Gaussian": (lambda x: np.exp(-x**2), lambda x: -2*x*np.exp(-x**2)),
    "sech": (lambda x: 1/np.cosh(x), lambda x: -np.tanh(x)/np.cosh(x)),
    "exponential": (lambda x: np.exp(-x), lambda x: -np.exp(-x)),
}


def radial_grid(eta):
    """Gauss-Legendre points and weights on 0 < r < 40/eta."""
    half = 20/eta
    return half*(NODES + 1), half*WEIGHTS


def energies(name, eta, hbar=1.0, m=1.0, e=1.0):
    """T and V by quadrature over the unnormalized trial function."""
    f, df = SHAPES[name]
    r, w = radial_grid(eta)
    psi, slope = f(eta*r), eta*df(eta*r)
    norm = np.sum(w*r**2*psi**2)
    kinetic = hbar**2/(2*m)*np.sum(w*r**2*slope**2)/norm
    potential = -e**2*np.sum(w*r*psi**2)/norm
    return kinetic, potential


def optimum(name, **constants):
    """Numerical minimum of the quadrature energy over the scale eta."""
    found = minimize_scalar(lambda s: sum(energies(name, s, **constants)),
                            bounds=(0.05, 4.0), method="bounded",
                            options={"xatol": 1e-10})
    return found.x, found.fun


alpha0 = 8/(9*np.pi)
E0 = -4/(3*np.pi)

# Expectation values and completed square against quadrature
table = []
for alpha in (0.1, 0.2, alpha0, 0.5, 1.0):
    T, V = energies("Gaussian", np.sqrt(alpha))
    assert abs(T - 1.5*alpha) < 1e-10
    assert abs(V + 2*np.sqrt(2*alpha/np.pi)) < 1e-10
    square = 1.5*(np.sqrt(alpha) - np.sqrt(alpha0))**2
    assert abs(T + V - (E0 + square)) < 1e-10
    assert abs(V/T + 2*np.sqrt(alpha0/alpha)) < 1e-9
    table.append((alpha, T, V, T + V, V/T))

# Normalization, and kinetic energy from the Laplacian itself:
# u = r psi, second derivative by central differences (error of order h^2)
r, w = radial_grid(np.sqrt(alpha0))
prefactor = (2*alpha0/np.pi)**0.75


def u(x):
    return x*prefactor*np.exp(-alpha0*x**2)


norm = 4*np.pi*np.sum(w*u(r)**2)
assert abs(norm - 1) < 1e-10
h = 1e-3
second = (u(r + h) - 2*u(r) + u(r - h))/h**2
T_laplacian = -0.5*4*np.pi*np.sum(w*u(r)*second)
assert abs(T_laplacian - 1.5*alpha0) < 1e-6

# Numerical optimum for three shapes: same virial ratio, different energies
optima = {}
for name in SHAPES:
    eta, energy = optimum(name)
    T, V = energies(name, eta)
    assert abs(V/T + 2) < 1e-5
    optima[name] = (eta, energy, V/T)
eta_num, E_num, ratio_num = optima["Gaussian"]
assert abs(eta_num**2 - alpha0) < 1e-6
assert abs(E_num - E0) < 1e-10
assert optima["exponential"][1] < optima["sech"][1] - 1e-3
assert optima["sech"][1] < E_num - 1e-3

# Powers of hbar, m and e, with arbitrary values of the constants
hbar, m, e = 1.3, 0.7, 1.1
bohr = hbar**2/(m*e**2)
eta_c, E_c = optimum("Gaussian", hbar=hbar, m=m, e=e)
assert abs(eta_c**2*bohr**2 - alpha0) < 1e-5
assert abs(E_c*bohr/e**2 - E0) < 1e-9

# Independent Gaussian integral code
mol = gto.M(atom="H 0 0 0", basis={"H": [[0, [alpha0, 1.0]]]},
            spin=1, verbose=0)
S_code = mol.intor("int1e_ovlp")[0, 0]
T_code = mol.intor("int1e_kin")[0, 0]/S_code
V_code = mol.intor("int1e_nuc")[0, 0]/S_code
assert abs(T_code + E0) < 1e-9 and abs(V_code - 2*E0) < 1e-9

# Exact ground state: H acting on exp(-r) returns a constant times exp(-r)
x = sp.symbols("x", positive=True)
exact = sp.exp(-x)
H_exact = -sp.diff(x**2*sp.diff(exact, x), x)/(2*x**2) - exact/x
E_exact_symbol = sp.simplify(H_exact/exact)
assert E_exact_symbol == -sp.Rational(1, 2)
E_exact = float(E_exact_symbol)
assert abs(optima["exponential"][1] - E_exact) < 1e-9

# Mean radius and density at the nucleus, Gaussian against exact function
mean_r = 4*np.pi*np.sum(w*r*u(r)**2)
r1, w1 = radial_grid(1.0)
exact_norm = 4*np.pi*np.sum(w1*r1**2*np.exp(-2*r1))
mean_r_exact = 4*np.pi*np.sum(w1*r1**3*np.exp(-2*r1))/exact_norm
assert abs(mean_r - 1.5) < 1e-9 and abs(mean_r_exact - 1.5) < 1e-9
gauss_norm = 4*np.pi*np.sum(w*r**2*np.exp(-2*alpha0*r**2))
density_gauss, density_exact = 1/gauss_norm, 1/exact_norm
density_ratio = density_gauss/density_exact
assert abs(density_ratio - 64/(27*np.pi**2)) < 1e-9

hartree_eV = value("Hartree energy in eV")
bohr_angstrom = value("Bohr radius")*1e10
error = E0 - E_exact

print("Energies against exponent (alpha in bohr^-2, energies in hartree)")
print("   alpha       T         V         E       V/T")
for row in table:
    print("{:8.4f} {:9.4f} {:9.4f} {:9.4f} {:9.4f}".format(*row))
print(f"Optimal exponent, formula:   {alpha0:.6f} bohr^-2")
print(f"Optimal exponent, numerical: {eta_num**2:.6f} bohr^-2")
print(f"Optimal exponent: {alpha0/bohr_angstrom**2:.4f} angstrom^-2")
print(f"Optimal eta = sqrt(alpha): {np.sqrt(alpha0):.6f} bohr^-1")
print(f"Minimum energy, formula:   {E0:.6f} hartree")
print(f"Minimum energy, numerical: {E_num:.6f} hartree")
print(f"Minimum energy: {E0*hartree_eV:.3f} eV")
print(f"T at minimum, integral code: {T_code:.6f} hartree")
print(f"V at minimum, integral code: {V_code:.6f} hartree")
print(f"V/T at minimum, integral code: {V_code/T_code:.6f}")
print(f"T at minimum from Laplacian: {T_laplacian:.5f} hartree")
print(f"Exact energy of the model: {E_exact:.4f} hartree")
print(f"Energy error: {error:.4f} hartree = {error*hartree_eV:.3f} eV")
print(f"Energy error relative to exact: {100*error/abs(E_exact):.1f} %")
print("Optimized shapes: eta (bohr^-1), E (hartree), V/T")
for name, (eta, energy, ratio) in optima.items():
    print(f"  {name:12s} {eta:.4f} {energy:.4f} {ratio:.4f}")
print(f"Mean radius, Gaussian: {mean_r:.4f} bohr")
print(f"Mean radius, exact:    {mean_r_exact:.4f} bohr")
print(f"Density at nucleus, Gaussian: {density_gauss:.4f} bohr^-3")
print(f"Density at nucleus, exact:    {density_exact:.4f} bohr^-3")
print(f"Density ratio at nucleus: {density_ratio:.4f}")
print("OK")
```

Running it gives:

```
Energies against exponent (alpha in bohr^-2, energies in hartree)
   alpha       T         V         E       V/T
  0.1000    0.1500   -0.5046   -0.3546   -3.3642
  0.2000    0.3000   -0.7136   -0.4136   -2.3788
  0.2829    0.4244   -0.8488   -0.4244   -2.0000
  0.5000    0.7500   -1.1284   -0.3784   -1.5045
  1.0000    1.5000   -1.5958   -0.0958   -1.0638
Optimal exponent, formula:   0.282942 bohr^-2
Optimal exponent, numerical: 0.282942 bohr^-2
Optimal exponent: 1.0104 angstrom^-2
Optimal eta = sqrt(alpha): 0.531923 bohr^-1
Minimum energy, formula:   -0.424413 hartree
Minimum energy, numerical: -0.424413 hartree
Minimum energy: -11.549 eV
T at minimum, integral code: 0.424413 hartree
V at minimum, integral code: -0.848826 hartree
V/T at minimum, integral code: -2.000000
T at minimum from Laplacian: 0.42441 hartree
Exact energy of the model: -0.5000 hartree
Energy error: 0.0756 hartree = 2.057 eV
Energy error relative to exact: 15.1 %
Optimized shapes: eta (bohr^-1), E (hartree), V/T
  Gaussian     0.5319 -0.4244 -2.0000
  sech         1.1410 -0.4808 -2.0000
  exponential  1.0000 -0.5000 -2.0000
Mean radius, Gaussian: 1.5000 bohr
Mean radius, exact:    1.5000 bohr
Density at nucleus, Gaussian: 0.0764 bohr^-3
Density at nucleus, exact:    0.3183 bohr^-3
Density ratio at nucleus: 0.2402
OK
```
